# How Drifted Metal Ions Can Hasten Dielectric Failure at Fixed Voltage

Suppose the life of an interconnect dielectric is estimated from the applied voltage divided by its thickness. If positive metal ions have drifted into the film, that estimate can use the wrong field at the surface where electrons enter. In the model worked out below, an 8% error in the cathode field becomes a factor of 23 in injected current. The opposite mistake is also possible: a smooth sheet of ions very close to the cathode raises its field most, yet adds little current. That second result needs a laterally smooth charge; sparse point ions inside the barrier behave differently, as discussed below.

## The field at fixed voltage

Take a planar film of thickness $d$ and permittivity $\varepsilon=\kappa\varepsilon_0$, with the cathode at $z=0$ and the anode at $z=d$. The potential satisfies $\phi(0)=0$ and $\phi(d)=V$. Let $F=d\phi/dz$. This is the magnitude of the electric field, which points from anode to cathode, as long as $F>0$. Poisson's equation for a charge density $\rho(z)$, averaged over the plane, is

$$\frac{dF}{dz}=-\frac{\rho}{\varepsilon}.$$

Integration from the cathode gives

$$F(z)=F_c-\frac1\varepsilon\int_0^z\rho(z')\,dz'.$$

The voltage source fixes the integral of $F$ across the film. In the double integral, charge at $z'$ contributes at every $z>z'$, a length $d-z'$. Hence

$$V=F_cd-\frac1\varepsilon\int_0^d(d-z')\rho(z')\,dz',$$

$$F_c=\frac Vd+\frac1\varepsilon\int_0^d\rho(z)\left(1-\frac zd\right)dz. \tag{1}$$

Now place $N$ singly charged ions per area in a sheet at distance $s$ from the cathode, with charge $\sigma=eN$. Equation (1) gives the cathode field. Crossing the sheet lowers $F$ by $\sigma/\varepsilon$, so the anode field is $F_a=F_c-\sigma/\varepsilon$:

$$F_c=\frac Vd+\frac{\sigma}{\varepsilon}\left(1-\frac sd\right),\qquad
F_a=\frac Vd-\frac{\sigma}{\varepsilon}\frac sd. \tag{2}$$

The fields obey $F_cs+F_a(d-s)=V$: the ions redistribute the voltage drop without changing its total. The source supplies the extra negative charge $-\sigma(1-s/d)$ on the cathode that terminates the added field there.

Equation (1) also shows that positive net charge in the film does not guarantee a higher cathode field. Each charge is weighted by its distance from the anode, so a few electrons trapped near the cathode can outweigh more ions near the anode.

The anode field vanishes when $\sigma=\varepsilon V/s$. Beyond that density, the field between anode and sheet opposes further ion drift from the anode. At that point the whole voltage drops between sheet and cathode and $F_c=V/s$. For a sheet still close to the anode this is little above $V/d$, but once the sheet has drifted well into the film the limit gives little protection.

## From field to injected current

A higher cathode field matters if injection at the cathode limits the current. Let $\Phi$ be the barrier from the metal's Fermi level to the dielectric conduction band, and $m^*$ the tunnelling mass. Image force and temperature are left out at first.

If $eF_cs\ge\Phi$, an electron at the Fermi level leaves the barrier before it reaches the sheet. The barrier is then the triangle $U=\Phi-eF_cz$, with exit at $z=\Phi/(eF_c)$. In the semiclassical approximation the transmission is $e^{-G}$, where

$$G=\frac{2\sqrt{2m^*}}{\hbar}\int_0^{\Phi/(eF_c)}\sqrt{\Phi-eF_cz}\,dz
=\frac{4\sqrt{2m^*}\,\Phi^{3/2}}{3\hbar eF_c}\equiv\frac B{F_c}. \tag{3}$$

The prefactor comes from counting the electrons that strike the surface. Let $E$ be the energy of motion normal to the surface, measured from the Fermi level, and $m_0$ the electron mass in the metal. At zero temperature the occupied transverse states fill a disc of area $2\pi m_0(-E)/\hbar^2$ in wave-vector space. With two spins, state density $2/(2\pi)^3$, and $v_z\,dk_z=dE/\hbar$,

$$J=\frac{em_0}{2\pi^2\hbar^3}\int_{-\infty}^{0}(-E)e^{-G(E)}dE.$$

This assumes that transmission depends on the normal energy alone. Conserving the transverse wave vector into a dielectric of mass $m^*$ would instead multiply the current by $m^*/m_0$, and the semiclassical transmission omits a prefactor of order one. Absolute currents below are therefore uncertain by about a factor of two, while current ratios are hardly affected. The deep lower limit is harmless because transmission falls rapidly with depth. Replacing $\Phi$ by $\Phi-E$ in (3) and expanding to first order gives

$$G(E)\simeq G-cE,\qquad c=\frac{2\sqrt{2m^*\Phi}}{\hbar eF_c}.$$

The remaining integral is $\int_{-\infty}^0(-E)e^{cE}dE=1/c^2$. Since $c^2=8m^*\Phi/(\hbar^2e^2F_c^2)$,

$$J=\frac{e^3m_0F_c^2}{16\pi^2\hbar m^*\Phi}\,e^{-B/F_c}. \tag{4}$$

This is the Fowler–Nordheim law. With $F_0=V/d$, and with voltage, thickness and barrier held fixed, the current gain is

$$g=\frac{J}{J_0}=\left(\frac{F_c}{F_0}\right)^2
\exp\left[B\left(\frac1{F_0}-\frac1{F_c}\right)\right]. \tag{5}$$

## How large the effect is

Consider an accelerated test of a copper/low-k structure with round parameters: $d=20$ nm, $\kappa=3$, $V=10$ V, $N=10^{12}$ cm$^{-2}$, $s=6$ nm, $\Phi=2.5$ eV and $m^*=0.5m_0$. The sheet charge is 0.160 µC/cm², and $\sigma/\varepsilon=0.603$ MV/cm. Equation (2) gives

$$F_c=5.000+0.603(1-6/20)=5.422\ \text{MV/cm},$$

$$F_a=5.000-0.603(6/20)=4.819\ \text{MV/cm}.$$

The tunnelling exit lies at 4.61 nm, in front of the sheet, so (5) applies. With $B=190.93$ MV/cm, the exponent falls from 38.19 to 35.21. Thus

$$g=(5.422/5.000)^2e^{2.974}\approx1.176\times19.6\approx23.$$

The current density rises from $8.0\times10^{-10}$ to $1.85\times10^{-8}$ A/cm². Integrating over energy without linearizing $G(E)$ gives currents between 2% and 3% lower, and again a gain of 23. The sign of the difference follows from the expansion: the omitted quadratic term in $E$ is positive, so it reduces transmission.

The anode field would vanish at $2.8\times10^{13}$ cm$^{-2}$. The cathode field would then be $V/s=10\ \text{V}/6\ \text{nm}\approx17$ MV/cm, so the film would probably fail before ion supply shut itself off.

## Why the cathode surface is not the worst place

If the sheet lies inside the barrier, the high field acts over part of the tunnelling path. Let $U_s=\Phi-eF_cs>0$ be the barrier height at the sheet. Beyond it the slope is $eF_a$. For $F_a>0$ and an exit before the anode, integrating the two pieces gives

$$G=\frac{4\sqrt{2m^*}}{3\hbar e}
\left[\frac{\Phi^{3/2}-U_s^{3/2}}{F_c}+\frac{U_s^{3/2}}{F_a}\right]. \tag{6}$$

As $s\to0$, $U_s\to\Phi$ and $F_a\to F_0$, so $G$ returns to its value without ions, although $F_c$ is then largest.

The most harmful position of a weak sheet follows from first-order perturbation. At fixed electrode potentials, the sheet adds the potential

$$\delta\phi(z)=\frac\sigma\varepsilon\left[\min(z,s)-\frac{sz}{d}\right].$$

Let $L=\Phi/(eF_0)<d$ be the exit distance without ions. The unperturbed barrier is $eF_0(L-z)$. Its square root vanishes at the exit, so the shift of the exit does not contribute at first order. Since $\delta\sqrt U=-e\,\delta\phi/(2\sqrt U)$, the reduction of $G$ is proportional to

$$I(s)=\int_0^L\frac{\min(z,s)-sz/d}{\sqrt{L-z}}\,dz.$$

For $s<L$,

$$\frac{dI}{ds}=\int_s^L\frac{dz}{\sqrt{L-z}}-\frac1d\int_0^L\frac{z\,dz}{\sqrt{L-z}}
=2\sqrt{L-s}-\frac{4L^{3/2}}{3d}.$$

Setting this to zero gives $\sqrt{1-s/L}=2L/(3d)$, or

$$s_{\rm worst}=L\left[1-\frac49\left(\frac Ld\right)^2\right]. \tag{7}$$

This is a maximum of $I$, because $dI/ds$ decreases with $s$; for $s>L$, $I$ falls linearly. When $L$ is well below $d$, the worst place for an electron at the Fermi level is therefore just inside the tunnelling exit. Here $L=5$ nm and (7) gives 4.86 nm. At the example's ion density, which is not vanishingly small, the minimum of (6) moves to 4.48 nm. The ions themselves pull the exit towards the cathode. Electrons below the Fermi level leave the barrier further out, so the energy-integrated current peaks about 0.13 nm deeper, near 4.6 nm. These offsets are smaller than the 0.5 nm region around the exit where the semiclassical approximation fails, so the safe reading is that the worst place is close to the exit.

With the ion density held fixed, the energy integral gives:

| $s$ (nm) | $F_c$ (MV/cm) | Current gain |
|---:|---:|---:|
| 18 | 5.06 | 1.6 |
| 12 | 5.24 | 6.4 |
| 6 | 5.42 | 23 |
| 4.48 | 5.47 | 29 |
| 2 | 5.54 | 7.6 |
| 0.5 | 5.59 | 1.8 |

As a smooth sheet drifts from the anode, the injection current first rises and then falls, while the cathode field rises throughout. In this model, the cathode field alone determines the Fowler–Nordheim current (4) while the sheet remains beyond the exit.

## From current to lifetime

Poisson's equation does not say how a dielectric fails. A further assumption is needed: failure occurs when the injected charge per area reaches a fixed value $Q_f$. Without ions the lifetime is $t_0=Q_f/J_0$. If the sheet is present throughout and does not change, the lifetime is $t_0/g$, or 0.044 of its original value in the example.

If the sheet instead appears at time $t_a<t_0$, the charge balance is

$$J_0t_0=J_0t_a+gJ_0(t_f-t_a),$$

$$t_f=t_a+\frac{t_0-t_a}{g}. \tag{8}$$

For $t_a=t_0/2$ and $g=23$, the lifetime is $0.52t_0$. When $gt_a>t_0-t_a$, most of the life is the time before the ions arrive. Delaying their entry can then matter more than moderately reducing the later leakage.

## What can enlarge or remove the gain

**Heat and image force.** The image force lowers the barrier near the metal. At finite temperature the factor $-E$ in the supply integral becomes $k_BT\ln(1+e^{-E/k_BT})$, and the integral extends above the Fermi level. With an optical permittivity of 2, the image force raises the current without ions to $2.1\times10^{-8}$ A/cm², and heating to 373 K raises it further to $6.7\times10^{-8}$ A/cm². The gain changes far less: it is 22 with the image force and 18 with both effects. Absolute current is thus much more sensitive to these omissions than the ratio is.

**Discrete ions.** The mean spacing $N^{-1/2}$ is 10 nm, larger than the distance to the cathode. Replacing the sheet by randomly placed, uncorrelated point ions between conducting plates, and following straight tunnelling paths at the Fermi level, raises the average gain in $e^{-G}$ from 20 to about 60. Six thousand random samples give $58\pm2$, but rare clusters carry much of the mean, so such a sample tends to fall short; the converged average is near 63. Places with more ions nearby gain more current than sparse places lose, because transmission depends exponentially on $G$. A smooth sheet can therefore underestimate both the mean current and its concentration into local spots. The factor of about three belongs to ions at 6 nm, beyond the exit. Ions inside the barrier lie much closer to the tunnelling paths, and chance clusters can then dominate the average. In the same straight-path model the average gain is about 430 at 4.48 nm, against 26 for the smooth sheet, and of order $10^5$ at 2 nm, against 7, so at this density the gain does not fall between these positions as it does in the table. The table and (7) describe a smooth sheet and should not be used to predict the average current from sparse ions there.

**Trapped electrons.** At the enhanced current of the basic model, the injected charge equals the ion charge after 8.9 s. With image force and heat this takes 0.13 s. If every electron were trapped near the ions, a substantial part of the field enhancement would be lost on that time scale. Full cancellation would take longer, because the current falls as the cathode field falls. For the enhancement to survive a stress of duration $t$, the net trapped fraction must stay well below 8.9 s$/t$, or 0.13 s$/t$ in the hotter case. Electrons trapped closer to the cathode cancel more of the cathode field per charge, as (1) shows. A smooth sheet of them very close to the cathode nevertheless changes the current little, for the same reason as a sheet of ions there.

**Bulk-limited leakage.** Suppose a uniform film conducts in steady state by one local law $J(F)$ that increases with $F$. Current continuity makes $J$ uniform, hence $F$ is uniform, and Poisson's equation requires $\rho=0$. Trapped electrons have then neutralized the ions, and the gain is 1.

**Extrapolation to use voltage.** At 1 V the available energy is less than the 2.5 eV barrier, so an electron at the Fermi level must tunnel through the whole film. The exponent is 204 without ions and 198 with them. The ratio of transmissions is large, but both are negligible. Any measurable leakage at that voltage must have another path, and the stress-test gain must not be carried over to it.

## Reading the result for real interconnects

The thickness, permittivity and stress field are in the rough range of copper/low-k test structures. The barrier, mass and ion density are rough choices, and the last can vary greatly with processing. The result is sensitive to them. Barriers of 2 and 3 eV give gains of 10 and 58, with currents without ions of $5\times10^{-5}$ and $4\times10^{-15}$ A/cm², and at 4 eV the tunnelling current, $5\times10^{-27}$ A/cm², is negligible. Masses of $0.3m_0$ and $0.8m_0$ give gains of 12 and 50. Real low-k films often leak through traps, which this calculation omits. That can make the total current much larger than the tunnelling current and can bring the ion-induced gain down towards 1. Random ion positions move the estimate the other way, by about a factor of three here. Line edges and roughness, also omitted, add local fields that a planar model cannot give. The factor of 23 is therefore an estimate for injection-limited leakage with ions that remain uncompensated.

Under those conditions, three measures follow:

- Keep ions out, or delay their entry, through continuous metal barriers and sound capping interfaces. Equation (8) shows the value of the delay.
- Judge ion contamination by position as well as amount. A density measured without a depth profile does not determine the cathode field.
- Compare brief current measurements in both polarities after stress. If $B$ and the current without ions are known, (5) converts each current to a cathode field. Reversal replaces $s$ by $d-s$, so the two field increases are $(\sigma/\varepsilon)(1-s/d)$ and $(\sigma/\varepsilon)(s/d)$. Their sum gives the ion density and their ratio gives the position. In the example they are 0.42 and 0.18 MV/cm. This reading requires equal electrode barriers, injection-limited current, a laterally smooth sheet beyond the exit in both polarities, and a measurement too brief for ions to move or electrons to accumulate. Heat and image force lowered the gain in the example, so with $B$ taken from (3) they would make the inferred field increases too small. Discrete ions, which raised the gain about threefold above, would also bias the inferred fields.

The numerical output gives the fields, currents and corrections in more detail.

## Calculated quantities

```
thickness d = 20.0 nm; relative permittivity = 3.0
voltage = 10.0 V; sheet distance from cathode = 6.0 nm
ion density = 1.00e+12 cm^-2
ion sheet charge = 0.1602 uC/cm2
barrier = 2.50 eV; tunnelling mass = 0.50 m0
field jump sigma/eps = 0.6032 MV/cm
bare field = 5.0000 MV/cm
cathode field, formula = 5.4222 MV/cm
cathode field, finite differences = 5.4222 MV/cm
anode field, formula = 4.8190 MV/cm
anode field, finite differences = 4.8190 MV/cm
cathode field, mixed broad profile = 4.9619 MV/cm
ion density for zero anode field = 2.763e+13 cm^-2
tunnelling exit, bare = 5.000 nm
tunnelling exit, with sheet = 4.611 nm
Fowler-Nordheim B = 190.93 MV/cm
exponent G, bare = 38.186
exponent G, with sheet = 35.212
current, bare, closed law = 8.036e-10 A/cm2
current, bare, energy integral = 7.838e-10 A/cm2
current, with sheet, closed law = 1.849e-08 A/cm2
current, with sheet, energy integral = 1.799e-08 A/cm2
current gain, closed law = 23.00
current gain, energy integral = 22.96
lifetime ratio at fixed injected charge = 0.0436
worst position, weak-sheet formula = 4.861 nm
worst position, weak sheet, minimized = 4.857 nm
worst position, example density = 4.484 nm
sheet at 0.50 nm: cathode field 5.588 MV/cm, gain 1.76
sheet at 1.00 nm: cathode field 5.573 MV/cm, gain 2.98
sheet at 2.00 nm: cathode field 5.543 MV/cm, gain 7.56
sheet at 4.48 nm: cathode field 5.468 MV/cm, gain 29.46
sheet at 6.00 nm: cathode field 5.422 MV/cm, gain 22.96
sheet at 12.00 nm: cathode field 5.241 MV/cm, gain 6.37
sheet at 18.00 nm: cathode field 5.060 MV/cm, gain 1.61
optical permittivity = 2.0; temperature = 373 K
current, bare, image force = 2.095e-08 A/cm2
gain with image force = 22.18
current, bare, image force and heat = 6.726e-08 A/cm2
current, sheet, image force and heat = 1.208e-06 A/cm2
gain with image force and heat = 17.95
mean ion spacing N^(-1/2) = 10.0 nm
exponential gain, smooth sheet = 19.7
exponential gain, random ions = 58.3 +- 2.4
time to inject the ion charge, cold = 8.90 s
time to inject it, image and heat = 0.133 s
exponent G at 1.0 V, bare = 204.4
exponent G at 1.0 V, with sheet = 197.8
```
